\section*{Collective decay rates and level shifts of two nearby atoms}

\section{Problem}

Two identical two-level atoms are held at rest at $\mathbf r_1=0$ and $\mathbf r_2=\mathbf R$ in vacuum. Each has a ground state $|g\rangle$, an excited state $|e\rangle$ at energy $\hbar\omega_0$ above it, and the dipole operator $\mathbf d\,(|e\rangle\langle g|+|g\rangle\langle e|)$. The vector $\mathbf d$ is real and is the same for both atoms. Let
\begin{equation}
k=\frac{\omega_0}{c},\qquad x=kR,\qquad u=\hat{\mathbf d}\cdot\hat{\mathbf R},\qquad
|\pm\rangle=\frac{|eg\rangle\pm|ge\rangle}{\sqrt2},
\end{equation}
where the first letter refers to atom 1. The charge clouds do not overlap, and the field is initially empty.

\begin{enumerate}
\item[(a)] Find the decay rates $\Gamma_\pm$ of $|\pm\rangle$ for any $x$ and $u$.
\item[(b)] Find the level shifts of $|\pm\rangle$ caused by photon exchange.
\item[(c)] Find the leading behaviour of $\Gamma_-$ and of the shift for $x\ll1$. Is the power law of the shift the same for every orientation? How far can the limit be taken?
\item[(d)] Evaluate the results for a wavelength of 500 nm, $d=2.0\,ea_0$ and $R=20$ nm, with $\mathbf d$ perpendicular and parallel to $\mathbf R$. If atom 1 alone is excited at $t=0$, how much excitation is left after five one-atom lifetimes?
\end{enumerate}

\section{Solution}

\subsection{The coupling}

In the multipolar form of quantum electrodynamics each atom couples to the transverse displacement field through $-\mathbf d_j\cdot\mathbf D^\perp(\mathbf r_j)/\varepsilon_0$. There is no separate electrostatic term between the atoms. Their Coulomb energy is $\varepsilon_0^{-1}\int\mathbf P_1^\parallel\cdot\mathbf P_2^\parallel\,d^3r$, and the Hamiltonian also contains $\varepsilon_0^{-1}\int\mathbf P_1^\perp\cdot\mathbf P_2^\perp\,d^3r$. The sum is $\varepsilon_0^{-1}\int\mathbf P_1\cdot\mathbf P_2\,d^3r$, which is zero for polarizations that do not overlap. Photons therefore carry the whole interaction.

In a box of volume $V$, with wave vectors $\mathbf q$ and real polarization vectors $\mathbf e$,
\begin{equation}
\frac{\mathbf D^\perp(\mathbf r)}{\varepsilon_0}=i\sum_{\mathbf q,\mathbf e}N_q\,\mathbf e
\left(a\,e^{i\mathbf q\cdot\mathbf r}-a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right),
\qquad N_q^2=\frac{\hbar cq}{2\varepsilon_0V}.
\end{equation}
Emission by atom $j$ has the matrix element $+iN_q(\mathbf e\cdot\mathbf d)e^{-i\mathbf q\cdot\mathbf r_j}$, and absorption has $-iN_q(\mathbf e\cdot\mathbf d)e^{i\mathbf q\cdot\mathbf r_j}$.

\subsection{(a) Decay rates}

The amplitude for $|\pm\rangle\to|gg\rangle$ plus one photon is $iN_q(\mathbf e\cdot\mathbf d)(1\pm e^{-i\mathbf q\cdot\mathbf R})/\sqrt2$. Its square contains
\begin{equation}
\tfrac12\left|1\pm e^{-i\mathbf q\cdot\mathbf R}\right|^2=1\pm\cos(\mathbf q\cdot\mathbf R).
\end{equation}
The two states do not mix through the continuum. Their cross term contains $(1+e^{-i\mathbf q\cdot\mathbf R})(1-e^{i\mathbf q\cdot\mathbf R})=-2i\sin(\mathbf q\cdot\mathbf R)$, which is odd in $\mathbf q$, while all other factors are even.

The polarization sum is $\sum_{\mathbf e}(\mathbf e\cdot\mathbf d)^2=d^2[1-(\hat{\mathbf q}\cdot\hat{\mathbf d})^2]$. With $\sum_{\mathbf q}\to V(2\pi)^{-3}\int q^2dq\,d\Omega$ and $\delta(\hbar\omega_0-\hbar cq)=\delta(q-k)/(\hbar c)$, the golden rule gives
\begin{align}
\Gamma_\pm&=\frac{2\pi}{\hbar}\,\frac{1}{8\pi^3}\,\frac{\hbar ck}{2\varepsilon_0}\,\frac{k^2d^2}{\hbar c}
\int d\Omega\,[1-(\hat{\mathbf q}\cdot\hat{\mathbf d})^2]\,[1\pm\cos(x\,\hat{\mathbf q}\cdot\hat{\mathbf R})]\nonumber\\
&=\frac{k^3d^2}{8\pi^2\varepsilon_0\hbar}
\int d\Omega\,[1-(\hat{\mathbf q}\cdot\hat{\mathbf d})^2]\,[1\pm\cos(x\,\hat{\mathbf q}\cdot\hat{\mathbf R})].
\end{align}
The term without the cosine has the angular integral $4\pi(1-\tfrac13)=8\pi/3$ and is the one-atom rate. Hence
\begin{equation}
\Gamma_\pm=\Gamma_0(1\pm F),\qquad \Gamma_0=\frac{k^3d^2}{3\pi\varepsilon_0\hbar},\qquad
F=\frac{3}{8\pi}\int d\Omega\,[1-(\hat{\mathbf q}\cdot\hat{\mathbf d})^2]\cos(x\,\hat{\mathbf q}\cdot\hat{\mathbf R}).
\label{eq:F}
\end{equation}

Take $\mathbf R$ as polar axis and put $\mu=\hat{\mathbf q}\cdot\hat{\mathbf R}$. Then $\hat{\mathbf q}\cdot\hat{\mathbf d}=u\mu+\sqrt{(1-u^2)(1-\mu^2)}\cos\varphi$. The azimuthal average of its square is $u^2\mu^2+\tfrac12(1-u^2)(1-\mu^2)$, because $\cos\varphi$ averages to zero and $\cos^2\varphi$ to one half. One minus this average is $\tfrac12[(1+u^2)+(1-3u^2)\mu^2]$, so
\begin{equation}
F=\frac38\int_{-1}^{1}d\mu\,[(1+u^2)+(1-3u^2)\mu^2]\cos(x\mu).
\label{eq:Fmu}
\end{equation}
The two integrals needed are
\begin{align}
\int_{-1}^1\cos(x\mu)\,d\mu&=\frac{2\sin x}{x},\nonumber\\
\int_{-1}^1\mu^2\cos(x\mu)\,d\mu&=-\frac{d^2}{dx^2}\frac{2\sin x}{x}
=2\left(\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}\right).
\end{align}
The coefficient of $\sin x/x$ combines to $(1+u^2)+(1-3u^2)=2(1-u^2)$, and
\begin{equation}
F=\frac32\left[(1-u^2)\frac{\sin x}{x}+(1-3u^2)\left(\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right)\right].
\label{eq:Fclosed}
\end{equation}

The antisymmetric state is subradiant where $F>0$, which includes small $x$. This is not so at every distance: for perpendicular dipoles at $x=4$ one finds $F=-0.327$, and there $|-\rangle$ decays faster than a lone atom. The labels also depend on the choice of equal dipole vectors. Reversing the sign of one of them interchanges the roles of $|+\rangle$ and $|-\rangle$.

\subsection{(b) Level shifts}

In second order, processes in which one atom emits and reabsorbs a photon do not depend on $R$. They shift $|eg\rangle$ and $|ge\rangle$ equally and are absorbed in $\omega_0$. The exchange element $M$ from $|eg\rangle$ to $|ge\rangle$ has two kinds of intermediate state:
\begin{itemize}
\item $|gg\rangle$ with one photon: atom 1 emits and atom 2 absorbs. The phase is $e^{i\mathbf q\cdot\mathbf R}$ and the energy denominator is $\hbar c(k-q)$.
\item $|ee\rangle$ with one photon: atom 2 emits while being excited, and atom 1 absorbs while returning to its ground state. The phase is $e^{-i\mathbf q\cdot\mathbf R}$ and the denominator is $\hbar\omega_0-(2\hbar\omega_0+\hbar cq)=-\hbar c(k+q)$.
\end{itemize}
The product of emission and absorption elements is $(i)(-i)N_q^2(\mathbf e\cdot\mathbf d)^2=N_q^2(\mathbf e\cdot\mathbf d)^2$. Summing over $\pm\mathbf q$ turns both phases into $\cos(\mathbf q\cdot\mathbf R)$, and the denominators combine as
\begin{equation}
\frac1{k-q}-\frac1{k+q}=\frac{2q}{k^2-q^2}.
\end{equation}
By (\ref{eq:F}), the angular integral equals $(8\pi/3)F(qR)$. The energy shift is the principal-value part, since the resonant part is the decay already found. Therefore
\begin{equation}
M=\frac{d^2}{8\pi^3}\,\frac1{2\varepsilon_0}\,\frac{8\pi}{3}\;
\mathrm P\!\!\int_0^\infty\! dq\,q^3F(qR)\frac{2q}{k^2-q^2}
=\frac{d^2}{3\pi^2\varepsilon_0}\;\mathrm P\!\!\int_0^\infty\! dq\,\frac{q^4F(qR)}{k^2-q^2}.
\label{eq:M}
\end{equation}
The element from $|ge\rangle$ to $|eg\rangle$ is the same, so $|\pm\rangle$ are shifted by $\pm M\equiv\pm\hbar\Delta$.

For point dipoles the integrand oscillates at large $q$ without dying out: its amplitude stays constant for dipoles parallel to $\mathbf R$ and grows for every other orientation. A smooth charge cloud removes this, and it can be represented by the factor
\begin{equation}
f(q)=\left(\frac{\Lambda^2+k^2}{\Lambda^2+q^2}\right)^4,\qquad f(\pm k)=1,
\end{equation}
with $\Lambda\to\infty$ at the end. To evaluate the integral, define
\begin{equation}
G(x)=\frac32e^{ix}\left[\frac{1-u^2}{x}+(1-3u^2)\left(\frac{i}{x^2}-\frac1{x^3}\right)\right].
\end{equation}
For real $x$ its imaginary part is $F(x)$, and replacing $x$ by $-x$ shows that $G(-x)=-G(x)^*$. Hence $F(x)=[G(x)+G(-x)]/(2i)$. The integrand of (\ref{eq:M}) is even in $q$, so the integral is half of that over the whole line. There the two parts of $F$ contribute equally, as $q\to-q$ shows:
\begin{equation}
I=\mathrm P\!\!\int_0^\infty\! dq\,\frac{q^4F(qR)f(q)}{k^2-q^2}
=\frac1{2i}\,\mathrm P\!\!\int_{-\infty}^{\infty}\! dq\,\frac{q^4G(qR)f(q)}{k^2-q^2}.
\end{equation}
The factor $q^4$ cancels the poles of $G$ at $q=0$. In the upper half-plane $|e^{iqR}|\le1$ and the rest falls at least as fast as $|q|^{-7}$, so a large semicircle contributes nothing. The poles on the real line count with $i\pi$, and their residues are
\begin{equation}
q=k:\ -\frac{k^3}{2}G(x),\qquad
q=-k:\ \frac{k^3}{2}G(-x)=-\frac{k^3}{2}G(x)^*.
\end{equation}
They add to $-k^3\,\mathrm{Re}\,G(x)$. The fourth-order pole at $q=i\Lambda$ gives powers of $\Lambda$ times $e^{-\Lambda R}$, which vanishes for $\Lambda\to\infty$ at fixed $R>0$. Thus
\begin{equation}
I\to\frac{i\pi}{2i}\left(-k^3\,\mathrm{Re}\,G\right)=-\frac{\pi k^3}{2}\mathrm{Re}\,G,\qquad
\hbar\Delta=-\frac{k^3d^2}{6\pi\varepsilon_0}\mathrm{Re}\,G=-\frac{\hbar\Gamma_0}{2}\mathrm{Re}\,G.
\end{equation}
Taking the real part, with $\mathrm{Re}(ie^{ix})=-\sin x$, gives
\begin{equation}
\Delta=\frac{3\Gamma_0}{4}\left[-(1-u^2)\frac{\cos x}{x}
+(1-3u^2)\left(\frac{\sin x}{x^2}+\frac{\cos x}{x^3}\right)\right].
\label{eq:Delta}
\end{equation}
The symmetric state is shifted by $+\Delta$ and the antisymmetric state by $-\Delta$.

\subsection{(c) Close atoms}

For the rate, subtract (\ref{eq:Fmu}) from its value at $x=0$, which is 1, and use $1-\cos(x\mu)=x^2\mu^2/2-x^4\mu^4/24+\dots$ The integrals of $\mu^2,\mu^4,\mu^6$ over $[-1,1]$ are $\tfrac23,\tfrac25,\tfrac27$, so
\begin{align}
\frac{\Gamma_-}{\Gamma_0}&=\frac{3x^2}{16}\left[\tfrac23(1+u^2)+\tfrac25(1-3u^2)\right]
-\frac{x^4}{64}\left[\tfrac25(1+u^2)+\tfrac27(1-3u^2)\right]+\dots\nonumber\\
&=\frac{(2-u^2)x^2}{10}-\frac{(3-2u^2)x^4}{280}+\dots
\label{eq:small}
\end{align}
The coefficient $2-u^2$ is never zero, so $\Gamma_-$ vanishes as $(kR)^2$ for every orientation. In $|-\rangle$ the two emission amplitudes have opposite signs. They cancel up to the phase difference $\mathbf q\cdot\mathbf R$, and the rate contains its square. At the same time $\Gamma_+\to2\Gamma_0$.

For the shift, $\sin x/x^2=1/x+O(x)$ and $\cos x/x^3=1/x^3-1/(2x)+O(x)$. The coefficient of $1/x$ in the bracket of (\ref{eq:Delta}) is $-(1-u^2)+\tfrac12(1-3u^2)=-\tfrac12(1+u^2)$, and
\begin{equation}
\frac{\Delta}{\Gamma_0}=\frac34\left[\frac{1-3u^2}{x^3}-\frac{1+u^2}{2x}\right]+O(x).
\label{eq:Dsmall}
\end{equation}
The shift grows as $(kR)^{-3}$ unless $u^2=1/3$. At that angle the leading term is absent and, for point dipoles, $\Delta/\Gamma_0\to-1/(2x)$. This case is fragile. It needs $|1-3u^2|\ll 2x^2/3$: with the data of part (d) the two terms in (\ref{eq:Dsmall}) are already equal about $0.85^\circ$ away from the angle at $R=20$ nm and $0.2^\circ$ away at 10 nm. It also needs higher multipoles of the transition charge to be negligible, which absence of overlap does not ensure. For charges $\pm e$ a distance $2a_0$ apart, the dipole--octupole energy, which falls as $R^{-5}$, overtakes the $1/x$ term near $R=3$ nm.

Inserting $\Gamma_0$ in the leading term removes $k$:
\begin{equation}
\hbar\Delta\to\frac{d^2(1-3u^2)}{4\pi\varepsilon_0R^3}.
\end{equation}
This is the electrostatic energy of two dipoles. It is positive for side-by-side dipoles, where the subradiant state is the lower one, and negative for dipoles in line, where it is the upper one. The rate measures radiation that escapes, which cancels in $|-\rangle$. The shift measures near-field energy, which does not cancel.

Both intermediate states are needed here. The near-zone shift comes from $q\sim1/R\gg k$, where both denominators in (b) are close to $-\hbar cq$. Write $1/(k-q)=(q+k)/(k^2-q^2)$ for the states with both atoms in the ground state. The part with $q$ gives exactly $M/2$. For $x\ll1$ the part with $k$ gives $-\frac{d^2k}{6\pi^2\varepsilon_0R^2}\int_0^\infty yF(y)\,dy$. With the convergence factor $\int_0^\infty\sin y\,dy=1$, and $\int_0^\infty(\cos y/y-\sin y/y^2)\,dy=[\sin y/y]_0^\infty=-1$, so this integral is $\tfrac32[(1-u^2)-(1-3u^2)]=3u^2$. Dividing by the electrostatic energy, these states supply a fraction $\tfrac12-2u^2x/[\pi(1-3u^2)]$ of $\Delta$ to first order in $x$, for $u^2\neq1/3$. For perpendicular dipoles the first-order term vanishes, and at $x=0.1$ the fraction is 0.499. For parallel dipoles it is about $\tfrac12+x/\pi$.

The limit $x\to0$ is a law of the near zone and cannot be followed to $R=0$. It requires:
\begin{itemize}
\item charge clouds that do not overlap;
\item $|\Delta|\ll\omega_0$, so that second-order theory holds and all rates may be taken at $\omega_0$;
\item $\Gamma_0R/c\ll1$ and $|\Delta|R/c\ll1$, so that the travel time $R/c$ of light between the atoms is negligible on the time scales of decay and exchange.
\end{itemize}
The second condition can be made quantitative. At fixed $d$ and $R$, the leading $\Gamma_-$ varies with the emitted frequency as $\omega^3\omega^2=\omega^5$. The shift thus changes it by a relative amount of about $5|\Delta|/\omega_0$. This is not the full correction. The same near-zone coupling turns the ground state into $|gg\rangle-(\Delta/2\omega_0)|ee\rangle$. The difference of the two dipole operators takes $|-\rangle$ to a multiple of $|gg\rangle-|ee\rangle$, so the squared matrix element gains a factor $1+\Delta/\omega_0$. The emitted frequency $\omega_0-\Delta$ contributes $-5\Delta/\omega_0$, so the net relative change of $\Gamma_-$ is about $-4\Delta/\omega_0$ for $x\ll1$ away from $u^2=1/3$. The value $5|\Delta|/\omega_0$ serves below as a measure of size.

\subsection{(d) Numbers}

The data give $\omega_0=3.767\times10^{15}\ \mathrm{s^{-1}}$, $\Gamma_0=6.484\times10^{7}\ \mathrm{s^{-1}}$, a one-atom lifetime of 15.42 ns, and $x=0.2513$.

For perpendicular dipoles ($u=0$), (\ref{eq:Fclosed}) and (\ref{eq:Delta}) give $1-F=0.01259$ and $\Delta/\Gamma_0=45.82$. Then
\begin{align}
\Gamma_-&=0.01259\times6.484\times10^7\ \mathrm{s^{-1}}=8.16\times10^5\ \mathrm{s^{-1}},\nonumber\\
\Delta&=45.82\times6.484\times10^7\ \mathrm{s^{-1}}=2.97\times10^9\ \mathrm{s^{-1}},
\end{align}
and $\Gamma_+=1.289\times10^8\ \mathrm{s^{-1}}$. The subradiant lifetime is $1.23\ \mu$s, and $\Delta/2\pi=0.473$ GHz.

For parallel dipoles ($u=1$), $1-F=0.006302$ and $\Delta/\Gamma_0=-97.42$. Hence $\Gamma_-=4.09\times10^5\ \mathrm{s^{-1}}$, $\Gamma_+=1.293\times10^8\ \mathrm{s^{-1}}$ and $\Delta=-6.32\times10^9\ \mathrm{s^{-1}}$. The subradiant lifetime is $2.45\ \mu$s, and $\Delta/2\pi=-1.005$ GHz.

The dependence on distance is as follows.
\begin{center}
\begin{tabular}{c|cc|cc}
 & \multicolumn{2}{c|}{perpendicular} & \multicolumn{2}{c}{parallel}\\
$R$ (nm) & $\Gamma_-/\Gamma_0$ & $\Delta/\Gamma_0$ & $\Gamma_-/\Gamma_0$ & $\Delta/\Gamma_0$\\ \hline
40 & 0.04985 & 5.297 & 0.02504 & $-13.21$\\
20 & 0.01259 & 45.82 & 0.006302 & $-97.42$\\
10 & 0.003156 & 375.0 & 0.001578 & $-761.8$
\end{tabular}
\end{center}
Between 10 and 20 nm the mean exponents of the rate are 1.996 and 1.998, and those of the shift are $-3.033$ (perpendicular) and $-2.967$ (parallel). The opposite deviations from $-3$ follow from (\ref{eq:Dsmall}). There $\Delta$ is proportional to $x^{-3}(1-x^2/2)$ for $u=0$ and to $x^{-3}(1+x^2/2)$ for $u=1$, so the local exponents are close to $-3-x^2$ and $-3+x^2$.

The conditions of part (c) hold. At 20 nm, $5|\Delta|/\omega_0$ is $3.9\times10^{-6}$ (perpendicular) and $8.4\times10^{-6}$ (parallel), and $\Gamma_0R/c=4.3\times10^{-9}$. Since $|\Delta|R/c=x|\Delta|/\omega_0$ and $x<1$, that quantity is smaller than $|\Delta|/\omega_0$. The energy $d^2/(4\pi\varepsilon_0R^3)$ would reach $\hbar\omega_0$ at $R=0.187$ nm, and the theory fails before that distance is reached.

If atom 1 alone is excited, the initial state is $|eg\rangle=(|+\rangle+|-\rangle)/\sqrt2$. The two parts decay independently, so the probability that either atom is excited is
\begin{equation}
P(t)=\tfrac12\left(e^{-\Gamma_+t}+e^{-\Gamma_-t}\right).
\end{equation}
At $t=5/\Gamma_0$ this is 0.470 for perpendicular and 0.485 for parallel dipoles, against $e^{-5}$, less than one per cent, for a lone atom. The symmetric half has been radiated, and nearly all of the antisymmetric half remains.

The numerical check tests the rates against a direct sum over box modes and the shift against the principal-value integral (\ref{eq:M}).

\section*{Calculated quantities}
\begin{verbatim}
wavelength = 500 nm
transition dipole = 2.0 e a0
omega0 = 3.7673e+15 s^-1
one-atom rate Gamma0 = 6.4836e+07 s^-1
one-atom lifetime = 15.42 ns
R = 20 nm, kR = 0.25133
perpendicular: F = 0.987410
  symmetric rate = 1.2886e+08 s^-1
  antisymmetric rate = 8.1631e+05 s^-1
  antisymmetric lifetime = 1.225 us
  leading x^2 law, rate/Gamma0 = 0.012633
  Delta (symmetric state) = 2.9709e+09 s^-1
  Delta/(2 pi) = 0.4728 GHz
  leading x^-3 law, Delta/Gamma0 = 47.243
  5|Delta|/omega0 = 3.94e-06
  excitation left at 5/Gamma0 = 0.4695
  R=40 nm: Gm/G0=0.049853, Delta/G0=5.297
  R=20 nm: Gm/G0=0.012590, Delta/G0=45.822
  R=10 nm: Gm/G0=0.003156, Delta/G0=374.999
  exponents 10-20 nm: rate 1.9963, shift -3.0328
parallel: F = 0.993698
  symmetric rate = 1.2926e+08 s^-1
  antisymmetric rate = 4.0862e+05 s^-1
  antisymmetric lifetime = 2.447 us
  leading x^2 law, rate/Gamma0 = 0.006317
  Delta (symmetric state) = -6.3166e+09 s^-1
  Delta/(2 pi) = -1.0053 GHz
  leading x^-3 law, Delta/Gamma0 = -94.487
  5|Delta|/omega0 = 8.38e-06
  excitation left at 5/Gamma0 = 0.4845
  R=40 nm: Gm/G0=0.025039, Delta/G0=-13.210
  R=20 nm: Gm/G0=0.006302, Delta/G0=-97.424
  R=10 nm: Gm/G0=0.001578, Delta/G0=-761.840
  exponents 10-20 nm: rate 1.9976, shift -2.9671
retardation Gamma0 R/c = 4.33e-09
R where d^2/(4 pi eps0 R^3) = hbar omega0: 0.187 nm
perpendicular, kR = 4: F = -0.3273
c^2 = 1/3, kR = 0.02: kR*Delta/Gamma0 = -0.49990
box modes in shell = 94442, kR = 1.5, c^2 = 0.2857
box sum: one atom 1.0027, + 1.6598, - 0.3457
formula: + 1.6559, - 0.3441
kR=0.1, perp.: both-ground share of Delta = 0.4989
kR=0.5 dynamics: + 1.9575, - 0.04933 (Gamma0)
kR=0.5 formula: + 1.9507, - 0.04933
power of omega in antisymmetric rate, kR=0.1: 4.9989
\end{verbatim}
